# Kinetic Local Energy of a Slater–Jastrow Wave Function, Term by Term, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one coordinate to the three Jastrow pieces

### What goes wrong without the cross term

Variational Monte Carlo estimates an energy by averaging the local energy \(E_L=(\hat H\Psi)/\Psi\) over configurations drawn with probability density proportional to \(\Psi^2\). When \(\Psi\) is a product \(e^{J}D\), it is tempting to obtain its kinetic part by adding the contributions of the two factors. A single particle in a harmonic well shows what this does.

In atomic units (\(\hbar=m=e^2/4\pi\varepsilon_0=1\)), let the potential be \(x^2/2\) and take

\[
\psi(x)=e^{J}D,\qquad J=-\tfrac12x^2,\qquad D=x .
\]

This is the first excited state, with energy \(3/2\). The factors taken separately give

\[
\frac{(e^J)''}{e^J}=J''+J'^2=-1+x^2,\qquad \frac{D''}{D}=0 .
\]

If these are added and multiplied by \(-\tfrac12\), and the potential is included, the supposed local energy is

\[
-\tfrac12(x^2-1)+\tfrac12x^2=\tfrac12 .
\]

It is the same at every \(x\), so its variance is zero, which normally signals an eigenstate. Yet it is wrong by one unit of energy. The missing part is the product of first derivatives,

\[
-\tfrac12\cdot 2J'\frac{D'}{D}=-\tfrac12\cdot2(-x)\frac1x=1 ,
\]

which restores \(3/2\). A small variance therefore does not protect the estimator against an omitted term.

### One coordinate, any two factors

Let \(J\) and \(D\) be real and twice differentiable at the point considered, with \(D\neq0\). Define

\[
L=\ln|\psi|=J+\ln|D| .
\]

The absolute value is harmless. For either sign of \(\psi\), \(L'=\psi'/\psi\), because a constant factor \(-1\) cancels in the ratio. Hence \(\psi'=\psi L'\), and a second differentiation gives

\[
\psi''=\psi'L'+\psi L''=\psi\left(L'^2+L''\right).
\]

Dividing by \(\psi\) and inserting \(L\),

\[
\frac{\psi''}{\psi}=J''+(\ln|D|)''+\left[J'+(\ln|D|)'\right]^2 .
\]

The second derivative is linear and produces no product of \(J\) with \(D\). The square produces the cross term \(2J'(\ln|D|)'\), with its factor 2.

**Limits.** If \(D\) is constant, what remains is \(J''+J'^2\), as it should for a bare exponential. If \(J\) is constant, what remains is

\[
(\ln|D|)''+[(\ln|D|)']^2
=\left(\frac{D''}{D}-\frac{D'^2}{D^2}\right)+\frac{D'^2}{D^2}
=\frac{D''}{D}.
\]

For \(D=x\) the two logarithmic terms are \(-1/x^2\) and \(+1/x^2\). Each diverges at the node, while their sum is zero.

### Many electrons

Now let \(\Psi(\mathbf R)=e^{J(\mathbf R)}D(\mathbf R)\), where \(\mathbf R=(\mathbf r_1,\ldots,\mathbf r_N)\), each electron has a fixed spin, and \(D\) is a real determinant or product of determinants. The one-coordinate result holds for each of the \(3N\) Cartesian components with the others held fixed. Adding the three components of electron \(i\) turns second derivatives into \(\nabla_i^2\) and squared first derivatives into squared gradients:

\[
\frac{\nabla_i^2\Psi}{\Psi}
=\nabla_i^2J+|\nabla_iJ|^2
+2\nabla_iJ\cdot\nabla_i\ln|D|
+\nabla_i^2\ln|D|+|\nabla_i\ln|D||^2 .
\]

The kinetic operator is \(-\tfrac12\sum_i\nabla_i^2\), so the kinetic local energy is

\[
K_L=-\tfrac12\sum_i\Big[\nabla_i^2J+|\nabla_iJ|^2
+2\nabla_iJ\cdot\nabla_i\ln|D|
+\nabla_i^2\ln|D|+|\nabla_i\ln|D||^2\Big].
\tag{1}
\]

Equation (1) holds wherever \(D\neq0\) and no two particles coincide. Those excluded points are examined below as limits.

The cross term has a direct reading. Where \(J\) and \(\ln|D|\) increase in the same direction, their gradients have a positive scalar product and the term lowers \(K_L\). Where the Jastrow factor pushes an electron against the slope of the determinant, it raises \(K_L\). It vanishes if \(J\) and \(D\) depend on different coordinates, which is the separable limit.

For a complex \(D\) the same differentiation gives (1) with \(\ln D\) in place of \(\ln|D|\) throughout, and the last square becomes \(\nabla_i\ln D\cdot\nabla_i\ln D\), without complex conjugation. Everything below is for real functions.

The Jastrow exponent is now split into

\[
J=J_1+J_2+J_3,
\]

and each piece needs a gradient and a Laplacian.

### Functions of a distance

Let \(r=|\mathbf r|\) and \(\hat{\mathbf r}=\mathbf r/r\). From \(r^2=\sum_\alpha r_\alpha^2\) follows \(\partial_\alpha r=r_\alpha/r\), and so

\[
\partial_\alpha g(r)=g'\frac{r_\alpha}{r},
\qquad \nabla g=g'\hat{\mathbf r}.
\]

Differentiating once more with the product rule,

\[
\partial_\alpha\!\left(g'\frac{r_\alpha}{r}\right)
=g''\frac{r_\alpha^2}{r^2}
+g'\left(\frac1r-\frac{r_\alpha^2}{r^3}\right).
\]

The sum over three components replaces \(r_\alpha^2\) by \(r^2\) and \(1/r\) by \(3/r\):

\[
\nabla^2g=g''+\frac{3g'}r-\frac{g'}r=g''+\frac{2g'}r .
\tag{2}
\]

The choice \(g=r\) also gives the divergence of a unit vector, \(\nabla\cdot\hat{\mathbf r}=2/r\), which will be needed for the three-body piece.

**Limit.** For \(g=r^2\), equation (2) gives \(2+4=6\), in agreement with \(\nabla^2(x^2+y^2+z^2)=6\).

### One-body piece

Let centre \(I\) sit at \(\mathbf R_I\), and write \(\mathbf r_{iI}=\mathbf r_i-\mathbf R_I\). With

\[
J_1=\sum_i\sum_I\chi_I(r_{iI}),
\]

only the terms containing electron \(i\) survive \(\nabla_i\):

\[
\nabla_iJ_1=\sum_I\chi_I'\,\hat{\mathbf r}_{iI},
\qquad
\nabla_i^2J_1=\sum_I\left(\chi_I''+\frac{2\chi_I'}{r_{iI}}\right).
\tag{3}
\]

With more than one centre, \(|\nabla_iJ_1|^2\) contains products of contributions from different centres. The vectors must be added before they are squared.

**Limit.** Take one electron, one nucleus of charge \(Z\), \(D=1\) and \(\chi=-Zr\). Then \(\chi'=-Z\) and \(\chi''=0\), so

\[
K_L=-\tfrac12\left(-\frac{2Z}r+Z^2\right)=\frac Zr-\frac{Z^2}2 .
\]

The nuclear attraction \(-Z/r\) removes the first term and leaves the hydrogenic ground-state energy \(-Z^2/2\).

The same cancellation fixes the slope of \(\chi\) more generally. Suppose the orbitals are smooth at a nucleus, \(D\neq0\) there, and \(J_2\) and \(J_3\) are smooth as the electron reaches the nucleus. This requires that no other electron sits there and that the three-body piece has zero slope in the electron–nucleus distance at zero, since by equation (8) below such a slope would add a \(1/r\) term of its own. Then the only \(1/r\) term in \(K_L\) is \(-\chi'(0)/r\), and \(\chi'(0)=-Z\) is needed. Under the same assumption on \(J_2\) and \(J_3\), if the orbitals already supply the cancellation, or if the orbitals are smooth and the potential of the centre is finite, \(\chi'(0)\) must be zero.

### Two-body piece

Let \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\) and

\[
J_2=\sum_{i<j}u_{\sigma_i\sigma_j}(r_{ij}),
\]

where \(u\) may differ for parallel and antiparallel spins. The spin labels are left out where no confusion arises. Electron \(i\) occurs in one term for every \(j\neq i\), so

\[
\nabla_iJ_2=\sum_{j\neq i}u'(r_{ij})\hat{\mathbf r}_{ij},
\qquad
\nabla_i^2J_2=\sum_{j\neq i}\left(u''+\frac{2u'}{r_{ij}}\right).
\tag{4}
\]

For the other electron of the pair, \(\nabla_jr_{ij}=-\hat{\mathbf r}_{ij}\). The gradient changes sign, but the Laplacian does not. In the total Laplacian each pair therefore enters twice:

\[
\sum_i\nabla_i^2J_2
=2\sum_{i<j}\left(u''+\frac{2u'}{r_{ij}}\right).
\]

The squared gradient is not a sum over pairs alone:

\[
\sum_i|\nabla_iJ_2|^2
=2\sum_{i<j}u'(r_{ij})^2
+\sum_i\sum_{\substack{j\neq i,\;k\neq i\\ j\neq k}}
u'(r_{ij})u'(r_{ik})\,\hat{\mathbf r}_{ij}\cdot\hat{\mathbf r}_{ik}.
\tag{5}
\]

The second sum involves three electrons at a time. A purely two-body \(J\) thus produces a three-electron contribution to the local energy.

**Limit of two electrons.** The second sum in (5) is then absent. Take \(D=1\) and \(u=-br^2/2\), so that \(u'=-br\) and \(u''=-b\). Equations (4) and (5) give

\[
K_L=-\tfrac12\left[2(-b-2b)+2b^2r^2\right]=3b-b^2r^2 .
\]

This can be reached by another route. With \(\mathbf r=\mathbf r_1-\mathbf r_2\) and the midpoint \(\mathbf C=(\mathbf r_1+\mathbf r_2)/2\), the chain rule gives

\[
\nabla_1=\nabla_{\mathbf r}+\tfrac12\nabla_{\mathbf C},
\qquad
\nabla_2=-\nabla_{\mathbf r}+\tfrac12\nabla_{\mathbf C}.
\]

When both are squared and added, the mixed derivatives cancel:

\[
\nabla_1^2+\nabla_2^2=2\nabla_{\mathbf r}^2+\tfrac12\nabla_{\mathbf C}^2 .
\tag{6}
\]

The function \(e^{-br^2/2}\) does not depend on \(\mathbf C\), and \(\nabla_{\mathbf r}^2e^{-br^2/2}=(b^2r^2-3b)e^{-br^2/2}\). Multiplication by \(-\tfrac12\cdot2\) gives \(3b-b^2r^2\) again.

**Limit of an equilateral triangle.** For three electrons with a common slope \(u'=v\), each electron feels two unit vectors at an angle of \(60^\circ\). Its squared gradient is

\[
v^2(1+1+2\cos60^\circ)=3v^2 .
\]

The sum over electrons is \(9v^2\), of which \(6v^2\) comes from equal pairs and \(3v^2\) from different pairs.

### Three-body piece

The electron–electron–nucleus piece is

\[
J_3=\sum_I\sum_{i<j}f_I(r_{iI},r_{jI},r_{ij}),
\]

with \(f_I\) symmetric in its first two arguments, so that neither electron is distinguished. For the derivatives with respect to \(\mathbf r_i\), the distance of electron \(i\) can therefore be placed first. Abbreviate

\[
x=r_{iI},\quad y=r_{jI},\quad s=r_{ij},
\quad \hat{\mathbf x}=\hat{\mathbf r}_{iI},
\quad \hat{\mathbf s}=\hat{\mathbf r}_{ij}.
\]

Here \(\hat{\mathbf x}\) points from the centre to electron \(i\) and is not a Cartesian axis. Subscripts 1 and 3 on \(f\) denote partial derivatives with respect to \(x\) and \(s\).

Moving electron \(i\) changes \(x\) and \(s\) but leaves \(y\) alone. The chain rule gives

\[
\nabla_if=f_1\hat{\mathbf x}+f_3\hat{\mathbf s}.
\tag{7}
\]

For the Laplacian, take the divergence:

\[
\nabla_i^2f=
(\nabla_if_1)\cdot\hat{\mathbf x}+f_1\nabla_i\cdot\hat{\mathbf x}
+(\nabla_if_3)\cdot\hat{\mathbf s}+f_3\nabla_i\cdot\hat{\mathbf s}.
\]

The derivatives \(f_1\) and \(f_3\) depend on the same distances as \(f\), so

\[
\nabla_if_1=f_{11}\hat{\mathbf x}+f_{13}\hat{\mathbf s},
\qquad
\nabla_if_3=f_{13}\hat{\mathbf x}+f_{33}\hat{\mathbf s}.
\]

Each contributes one mixed derivative times \(\hat{\mathbf x}\cdot\hat{\mathbf s}\). The divergences of the unit vectors are \(2/x\) and \(2/s\). Hence

\[
\nabla_i^2f=f_{11}+\frac{2f_1}{x}
+f_{33}+\frac{2f_3}{s}
+2f_{13}\,\hat{\mathbf x}\cdot\hat{\mathbf s}.
\tag{8}
\]

The gradient and Laplacian of \(J_3\) follow by summing (7) and (8) over \(I\) and \(j\neq i\). The angle needs no separate coordinate. Since \(\mathbf r_{jI}=\mathbf r_{iI}-\mathbf r_{ij}\), squaring gives \(y^2=x^2+s^2-2xs\,\hat{\mathbf x}\cdot\hat{\mathbf s}\), or

\[
\hat{\mathbf x}\cdot\hat{\mathbf s}=\frac{x^2+s^2-y^2}{2xs}.
\]

**Limits.** If \(f\) does not depend on \(s\), (8) reduces to the one-body rule. If it does not depend on \(x\), it reduces to the two-body rule. To see the mixed term at work, take \(f=x^2y^2s^2\). Equation (8) gives

\[
\nabla_i^2f=y^2\left(2s^2+4s^2+2x^2+4x^2
+8xs\,\hat{\mathbf x}\cdot\hat{\mathbf s}\right).
\]

Directly, \(y^2\) is constant, and the product rule applied to \(|\mathbf r_{iI}|^2|\mathbf r_{ij}|^2\) gives

\[
y^2\left[6s^2+6x^2+2(2\mathbf r_{iI})\cdot(2\mathbf r_{ij})\right],
\]

which is the same expression. For this product form, the mixed term is the cross term of the product rule, twice the scalar product of the gradients of the two factors. For a general \(f\) it is \(2f_{13}\) times the scalar product of the gradients of the two distances, which both change when the electron moves.

### Combining the Jastrow pieces

Laplacians add, but squares do not:

\[
|\nabla_iJ|^2=\sum_{a=1}^3|\nabla_iJ_a|^2
+2\sum_{a<b}\nabla_iJ_a\cdot\nabla_iJ_b .
\tag{9}
\]

There are thus three products among the Jastrow pieces in addition to the three products with \(\ln|D|\). In a calculation it is simplest to add the three gradient vectors of each electron first, and then to form one square and one scalar product.

## Part 2. The determinant, the singular limits and a worked configuration

The kinetic local energy has been written with its cross term between \(J\) and \(\ln|D|\), and the gradients and Laplacians of the one-, two- and three-body Jastrow pieces have been derived. What remains is the derivatives of \(\ln|D|\), the limits at coalescence and at a node, and a worked configuration.
